# Heat current through two coupled oscillators between Langevin baths

## Problem

Two particles of unit mass move along a line. Their displacements from rest are \(x_1,x_2\) and their velocities \(v_1,v_2\). Each is tied to its rest position by a spring of unit stiffness, and a third spring of unit stiffness joins them. Each particle also touches its own heat bath, which exerts a friction force \(-v_i\) and a random force. The baths have temperatures \(T_1\) and \(T_2\), and \(\theta_i=k_BT_i\). The motion is classical:

\[
dx_i=v_i\,dt,\qquad dv_i=-(Kx)_i\,dt-v_i\,dt+\sqrt{2\theta_i}\,dW_i,\qquad
K=\begin{pmatrix}2&-1\\-1&2\end{pmatrix}.
\]

The \(W_i\) are independent Wiener processes, with \(\langle dW_i\,dW_j\rangle=\delta_{ij}dt\). The diagonal entry 2 of \(K\) is the sum of one pinning and one coupling spring.

(a) Show that there is one stationary covariance, and write the equations that fix it.

(b) Express the heat current \(J\), positive from bath 1 to bath 2, through covariances.

(c) Solve for \(J\) and for all the covariances.

(d) Restore units and evaluate \(J\) for masses of 120 u, springs of 30 N/m, and baths at 310 K and 290 K. The friction coefficient is \(\lambda=\sqrt{km}\), which is what "unit friction" means in these units. Discuss what the model leaves out.

## Hints

1. The sum and the difference of the displacements obey separate equations.
2. Collect the second moments in three \(2\times2\) blocks, \(X_{ij}=\langle x_ix_j\rangle\), \(Z_{ij}=\langle x_iv_j\rangle\) and \(V_{ij}=\langle v_iv_j\rangle\). Stationarity of \(X\) leaves one unknown number in \(Z\).
3. In \(d(v_i^2)\) the noise contributes a term of order \(dt\), because \((dW_i)^2\) averages to \(dt\).
4. \(X\) must be symmetric. That condition closes the problem.

## Solution

### (a) The covariance equations

Without noise, \(x_\pm=(x_1\pm x_2)/\sqrt2\) obey \(\ddot x_++\dot x_++x_+=0\) and \(\ddot x_-+\dot x_-+3x_-=0\). Inserting \(e^{st}\) gives

\[
s=\frac{-1\pm i\sqrt3}{2},\qquad s=\frac{-1\pm i\sqrt{11}}{2}.
\]

All four exponents have real part \(-1/2\), so every free motion decays. Let \(A\) be the matrix of the noise-free linear equations. Two covariances driven by the same noise differ by a matrix that evolves as \(e^{At}\,\delta\Sigma\,e^{A^{T}t}\), which tends to zero exponentially. Applied to one solution and its copy shifted in time, this shows that the covariance settles to a constant matrix, so a stationary covariance exists. Applied to two stationary covariances, it shows that they are equal, so the stationary covariance is unique. The means vanish in that state.

Now set the time derivative of each block to zero. For the positions,

\[
\frac{d}{dt}\langle x_ix_j\rangle=\langle v_ix_j\rangle+\langle x_iv_j\rangle=0
\quad\Rightarrow\quad Z+Z^T=0. \tag{1}
\]

For the mixed moments, the noise is independent of the present position and drops out:

\[
\frac{d}{dt}\langle x_iv_j\rangle=V_{ij}-(XK)_{ij}-Z_{ij}=0
\quad\Rightarrow\quad V=XK+Z. \tag{2}
\]

For the velocities, the spring forces give \(-(KZ)_{ij}-(KZ)_{ji}\), friction gives \(-2V_{ij}\), and the product of the two noise increments gives \(2\theta_i\delta_{ij}\). Hence

\[
KZ+(KZ)^T+2V=2\begin{pmatrix}\theta_1&0\\0&\theta_2\end{pmatrix}. \tag{3}
\]

### (b) The heat current

The kinetic energy of particle 1 changes by

\[
d\!\left(\tfrac12v_1^2\right)=v_1\,dv_1+\tfrac12(dv_1)^2 .
\]

Friction contributes \(-v_1^2\,dt\) to the first term. The noise part of the first term averages to zero, and the second term averages to \(\theta_1\,dt\). Bath 1 therefore supplies the mean power \(\theta_1-V_{11}\). By the same argument, bath 2 receives \(V_{22}-\theta_2\).

In between, the coupling spring exerts the force \(x_1-x_2\) on particle 2 and delivers the mean power

\[
\langle(x_1-x_2)v_2\rangle=Z_{12}-Z_{22}.
\]

By (1), \(Z\) is antisymmetric, so \(Z_{22}=0\). With \(z=Z_{12}=\langle x_1v_2\rangle\), the current is \(J=z\). The pinning spring of particle 2 does no mean work, since that work is proportional to \(Z_{22}\).

### (c) Solving the equations

Multiply out

\[
KZ=\begin{pmatrix}2&-1\\-1&2\end{pmatrix}\begin{pmatrix}0&z\\-z&0\end{pmatrix}
=\begin{pmatrix}z&2z\\-2z&-z\end{pmatrix},\qquad
KZ+(KZ)^T=\begin{pmatrix}2z&0\\0&-2z\end{pmatrix}.
\]

Equation (3) then gives

\[
V_{11}=\theta_1-z,\qquad V_{22}=\theta_2+z,\qquad V_{12}=0. \tag{4}
\]

The power leaving bath 1 and the power entering bath 2 both equal \(z\), in agreement with (b).

Equation (2) gives \(X=(V-Z)K^{-1}\). Since \(\det K=3\),

\[
X=\frac13\begin{pmatrix}V_{11}&-z\\z&V_{22}\end{pmatrix}\begin{pmatrix}2&1\\1&2\end{pmatrix}
=\frac13\begin{pmatrix}2V_{11}-z&V_{11}-2z\\2z+V_{22}&z+2V_{22}\end{pmatrix}.
\]

A matrix of position covariances is symmetric, so \(V_{11}-2z=2z+V_{22}\), or \(V_{11}-V_{22}=4z\). Insert (4):

\[
\theta_1-\theta_2-2z=4z
\quad\Rightarrow\quad
\boxed{J=z=\frac{\theta_1-\theta_2}{6}=\frac{k_B(T_1-T_2)}{6}.}
\]

Putting \(z\) back gives the remaining moments:

\[
V_{11}=\frac{5\theta_1+\theta_2}{6},\quad V_{22}=\frac{\theta_1+5\theta_2}{6},\quad
X_{11}=\frac{3\theta_1+\theta_2}{6},\quad X_{22}=\frac{\theta_1+3\theta_2}{6},\quad
X_{12}=\frac{\theta_1+\theta_2}{6}.
\]

For instance, \(2V_{11}-z=(10\theta_1+2\theta_2-\theta_1+\theta_2)/6=(9\theta_1+3\theta_2)/6\), and a third of this is \(X_{11}\).

At equal temperatures \(z=0\), \(V=\theta I\) and \(X=\theta K^{-1}\), which is the Boltzmann distribution. This confirms the noise strength \(2\theta_i\). Out of equilibrium, one sixth of the temperature difference drops between each bath and its particle, and the remaining two thirds lies between the kinetic temperatures of the particles. No step assumed a small difference, so the linear law holds for any \(T_1,T_2\) in this classical harmonic model.

A direct simulation of 20,000 copies, with \(\theta_1=1.5\), \(\theta_2=0.5\) and time step 0.05, gave \(J=0.1674\pm0.0005\). The formula gives 0.1667, which lies 1.4 standard errors away.

### (d) Numbers

The unit of time is \(1/\omega_0\) with \(\omega_0=\sqrt{k/m}\), and a current is an energy times a rate. Therefore

\[
J=\frac{k_B(T_1-T_2)\,\omega_0}{6},\qquad
\omega_0=\sqrt{\frac{30\ \mathrm{N/m}}{120\times1.6605\times10^{-27}\ \mathrm{kg}}}=12.27\ \mathrm{ps^{-1}},
\]

\[
J=\frac{(1.3806\times10^{-23}\ \mathrm{J/K})(20\ \mathrm K)(1.227\times10^{13}\ \mathrm{s^{-1}})}{6}
=0.56\ \mathrm{nW}=0.0035\ \mathrm{eV/ps}.
\]

The conductance \(J/(T_1-T_2)\) is 28 pW/K. The kinetic temperatures are 306.7 K and 293.3 K, each 3.3 K from its bath. The mean square stretch of the bond is \(X_{11}+X_{22}-2X_{12}=(\theta_1+\theta_2)/3\) in reduced units. Dividing by \(k\) restores the dimension:

\[
\sqrt{\frac{k_B(T_1+T_2)}{3k}}=0.0096\ \mathrm{nm}.
\]

**Comparison with a real crystal.** The parameters are round numbers in the rough regime of CdTe, whose atoms have masses near 112 u and 128 u and whose lattice vibrations reach a few THz. The undamped modes of the model lie at 1.95 and 3.38 THz. The friction rate, equal to \(\omega_0\), is far larger than typical decay rates of lattice vibrations in a good crystal. It represents strong contact with the surroundings, and the 28 pW/K is not a conductivity of CdTe. The changes below are relative to the harmonic, classical, equal-mass current.

- **Friction.** With masses and springs fixed, doubling the friction lowers the current by 33%, while halving it changes nothing. Variation 1 explains both. Of the changes evaluated here, the one from doubled friction is the largest.
- **Anharmonicity.** The coupling spring was replaced by a Morse bond of the same curvature, with a rough range parameter of 15 nm\(^{-1}\). The range parameter times the rms stretch is 0.14. With \(b\) the range parameter, the well depth is \(k/(2b^2)=0.42\) eV. These values were not fitted to CdTe, so the shift below describes this model bond only. Simulation with baths at 450 K and 150 K gave a current lower by \(2.0\pm0.1\)%, and doubling the time step left this unchanged within the error. The large bias was needed to resolve the shift in the simulation. Expanding the stationary moment equations in powers of \(b\) gives a reduction of 1.9%, both for these baths and for 310 K and 290 K, which have the same mean temperature. The pinning springs stayed harmonic.
- **Quantum statistics.** These lower the current by 1.6% at the frequencies of this model (variation 2). The optical vibrations of CdTe reach about 5 THz, above both model modes. With all rates scaled so that the upper mode lies at 5.1 THz, the reduction is 3.6%.
- **Unequal masses.** Masses of 112 u and 128 u, with springs and friction coefficient fixed, lower it by 0.6%.

A real environment also has a finite memory time and many more modes. Their effect on the current was not evaluated.

## Variation 1: general springs, mass and friction

*Let both masses be \(m\), the pinning springs \(k_0>0\), the coupling spring \(k\) and the friction force \(-\lambda v_i\). Find \(J\) and the friction that maximizes it.*

Write \(a=k_0+k\), so that \(K\) has diagonal entries \(a\) and off-diagonal entries \(-k\). The random force now has strength \(2\lambda\theta_i\), and (2) and (3) become

\[
mV=XK+\lambda Z,\qquad KZ+(KZ)^T+2\lambda V=\frac{2\lambda}{m}\begin{pmatrix}\theta_1&0\\0&\theta_2\end{pmatrix}.
\]

The diagonal entries of \(KZ\) are \(\pm kz\), and the current through the spring is \(J=kz\). Hence

\[
mV_{11}=\theta_1-\frac{mJ}{\lambda},\qquad mV_{22}=\theta_2+\frac{mJ}{\lambda}.
\]

Since \(K^{-1}\) is proportional to \(\begin{pmatrix}a&k\\k&a\end{pmatrix}\), symmetry of \(X=(mV-\lambda Z)K^{-1}\) requires

\[
k\,mV_{11}-a\lambda z=a\lambda z+k\,mV_{22}
\quad\Rightarrow\quad
k\left(\theta_1-\theta_2-\frac{2mJ}{\lambda}\right)=\frac{2a\lambda J}{k}.
\]

Multiply by \(k\lambda\) and collect \(J\):

\[
J=\frac{k^2\lambda\,(\theta_1-\theta_2)}{2\left[\lambda^2(k_0+k)+mk^2\right]}. \tag{5}
\]

For \(k_0=k\) and \(\lambda^2=km\), the bracket is \(3mk^2\) and \(J=(\lambda/m)(\theta_1-\theta_2)/6\), which is the result of (d) because \(\lambda/m=\omega_0\). For 200 random parameter sets, with every parameter between 0.3 and 3, (5) agreed with numerical solutions of the covariance equation to \(7\times10^{-14}\) of the current at unit temperature difference.

Two limits show what restricts the flow.

- **Weak friction**, \(\lambda^2a\ll mk^2\): \(J\to\lambda(\theta_1-\theta_2)/(2m)\), independent of the springs. Both particles then have the mean kinetic temperature, and the contacts to the baths are the bottleneck.
- **Strong friction**, \(\lambda^2a\gg mk^2\): \(J\to k^2(\theta_1-\theta_2)/(2\lambda a)\). Each particle has nearly the temperature of its own bath, and the transfer between the particles is the bottleneck.

To find the maximum, divide numerator and denominator of (5) by \(\lambda\). The denominator becomes \(2(\lambda a+mk^2/\lambda)\), which is smallest where \(a=mk^2/\lambda^2\):

\[
\lambda_*=k\sqrt{\frac{m}{k_0+k}},\qquad J_*=\frac{k(\theta_1-\theta_2)}{4\sqrt{m(k_0+k)}}.
\]

In the unit model \(\lambda_*=1/\sqrt2=0.707\) and \(J_*=0.177(\theta_1-\theta_2)\). Replacing \(\lambda\) by \(\lambda_*^2/\lambda\) exchanges the two terms of the denominator and leaves \(J\) unchanged. Since \(\lambda_*^2=1/2\), frictions 1 and 1/2 carry the same current, which is why halving the friction had no effect in (d).

## Variation 2: quantum baths

*Resolve the current of the unit model by frequency, and replace the classical noise by quantum noise.*

With time dependence \(e^{-i\omega t}\), the response to random forces \(f\) is \(x=Gf\), where \(G=(K-\omega^2-i\omega)^{-1}\). Because \(K\) is real and symmetric, so that \(G^\dagger=G^*\),

\[
G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=2i\omega\,GG^\dagger
\quad\Rightarrow\quad
\operatorname{Im}G_{22}=\omega\left(|G_{21}|^2+|G_{22}|^2\right).
\]

Let \(S_i\) be the spectral density of \(f_i\), classically \(2\theta_i\). At each frequency, friction takes \(\omega^2(|G_{21}|^2S_1+|G_{22}|^2S_2)\) from particle 2, and the random force returns \(\omega\operatorname{Im}G_{22}\,S_2\). The terms in \(|G_{22}|^2\) cancel, and bath 2 gains \(\omega^2|G_{21}|^2(S_1-S_2)\). Integrating over \(d\omega/2\pi\) and folding negative frequencies onto positive ones gives

\[
J=(\theta_1-\theta_2)\int_0^\infty\frac{d\omega}{2\pi}\,\tau(\omega),\qquad
\tau=4\omega^2|G_{12}|^2=\frac{4\omega^2}{[(1-\omega^2)^2+\omega^2]\,[(3-\omega^2)^2+\omega^2]}.
\]

The last form follows from \(\det(K-\omega^2-i\omega)=(1-\omega^2-i\omega)(3-\omega^2-i\omega)\). Numerical integration gives 0.16666667, in agreement with 1/6.

For quantum baths with the same friction, \(\theta_i\) is replaced by \(\hbar\omega[n(\omega,T_i)+\tfrac12]\), with \(n=1/(e^{\hbar\omega/k_BT}-1)\). The halves cancel in the difference:

\[
J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,[n(\omega,T_1)-n(\omega,T_2)]\,\tau(\omega).
\]

For \(y=\hbar\omega/k_BT\ll1\), \(\partial(\hbar\omega n)/\partial T\simeq k_B(1-y^2/12)\), so the classical result is the high-temperature limit. In the example \(\hbar\omega_0/k_B=93.7\) K. At 300 K the reduction is about 0.8% at \(\omega_0\) and 2.4% at the upper mode, \(\sqrt3\,\omega_0\). The full integral gives 1.6%. The reduction grows as the temperature falls. At \(T=\hbar\omega_0/k_B\) the exact derivative \(\partial(\hbar\omega n)/\partial T=k_By^2e^y/(e^y-1)^2\) lies about 8% below \(k_B\) at \(\omega_0\) and about 22% below it at the upper mode, so the quantum integral must replace the factor 1/6. Far below that temperature \(y\) is large at both modes, and the expansion fails as well.

## Table of computed values

```
UNIT MODEL (reduced units)
heat current from covariance equation: (theta1 - theta2)/6
current / (theta1-theta2), spectral integral: 0.16666667
largest relative error, general formula: 7.0e-14
drift eigenvalues: [-0.5-0.866j  -0.5+0.866j  -0.5-1.6583j -0.5+1.6583j]
current / (theta1-theta2) at friction 0.5: 0.166667
current / (theta1-theta2) at friction 1.0: 0.166667
current / (theta1-theta2) at friction 2.0: 0.111111
best friction: 0.70711, current there: 0.176777
simulated current, bias 1: 0.16738 +/- 0.00052
WORKED EXAMPLE (rough regime of CdTe)
mass: 120 u
each spring constant: 30 N/m
bath temperatures: 310 K and 290 K
rate w0 = friction rate: 12.270 1/ps
undamped mode frequencies: 1.953 THz and 3.382 THz
heat current: 0.5647 nW
heat current: 0.00352 eV/ps
thermal conductance: 28.234 pW/K
kinetic temperatures: 306.667 K and 293.333 K
rms bond stretch: 0.00959 nm
SIZE OF NEGLECTED EFFECTS (change of the current)
hbar*w0/kB: 93.72 K
quantum statistics: -1.602 %
masses 112 u and 128 u: -0.589 %
friction halved: 0.00 %
friction doubled: -33.33 %
Morse range parameter (rough): 15 1/nm
range parameter times rms stretch: 0.1439
simulation baths: 450 K and 150 K
Morse bond, time step 0.05/w0: -2.00 +/- 0.08 %
Morse bond, time step 0.10/w0: -1.94 +/- 0.08 %
```
